# Wide-band current after a bias step: ringing at the Fermi edges

**One lead orbital**

Let one lead orbital feed a level whose amplitude otherwise decays at rate $g/\hbar$. Let $x$ be the orbital energy minus the level energy, and let $A$ be the level amplitude per unit coupling, with the orbital's phase removed. It behaves as a driven, damped oscillator:
$$i\hbar\dot A=-(x+ig)A+1 .$$
The stationary solution is $1/(x+ig)$. If $x$ jumps from $x_0$ to $x$ at $t=0$, $A$ starts at its old stationary value and relaxes to the new one:
$$A(t)=\frac1{x+ig}+\left[\frac1{x_0+ig}-\frac1{x+ig}\right]e^{(ix-g)t/\hbar}.$$
The population $|A|^2$ contains a beat between the two terms. Its frequency is $|x|/\hbar$ and its damping rate is $g/\hbar$, half the population decay rate $2g/\hbar$, because only one factor of the beat decays.

A real lead supplies a continuum of orbitals with different $x$. Their beats cancel except near a place where the filling ends abruptly, here the Fermi edge. (A sharp band bottom adds a faster tone, much weaker when it lies far from the level; the wide-band model below has none.) At late times this cancellation gives the ringing an extra factor falling as $1/t$.

**Model and conventions**

A spinless, non-interacting level $\varepsilon_0$ is coupled to leads $\alpha=L,R$ by real amplitudes $V_k$. The widths $\Gamma_\alpha=2\pi\sum_{k\in\alpha}V_k^2\delta(\varepsilon-\varepsilon_k)$ do not depend on energy (wide band); $\Gamma=\Gamma_L+\Gamma_R$ and $g=\Gamma/2$. The coupling has been on since the distant past, and before $t=0$ both leads are filled up to $\mu$. At $t=0$ all energies in lead $\alpha$ shift by $\Delta_\alpha$ and the level by $\Delta_0$. The occupation $f(\varepsilon)$ stays attached to the old energy label. The shifts are prescribed, not found from electrostatics.

$I_\alpha=(e/\hbar)J_\alpha$, with $e>0$, is the charge magnitude times the electron rate from lead $\alpha$ into the level. It is a particle current, without displacement current. After the step define
$$\eta_\alpha=\Delta_\alpha-\Delta_0,\qquad \Omega_\alpha=\mu+\Delta_\alpha-\varepsilon_0-\Delta_0 .$$
$\Omega_\alpha$ is the signed distance from the new level to edge $\alpha$; before the step it was $\Omega_\alpha-\eta_\alpha=\mu-\varepsilon_0$.

**First derivation: one-electron states and energy integrals**

Without interactions each electron evolves separately. Take one that starts in orbital $q$ of lead $\beta$, with amplitude $a$ on the level and $b_k$ in the leads:
$$i\hbar\dot a=\varepsilon_d(t)a+\sum_kV_kb_k,\qquad i\hbar\dot b_k=[\varepsilon_k+\Delta_\alpha(t)]b_k+V_ka ,$$
where $\varepsilon_d(t)=\varepsilon_0+\Delta_0(t)$. Integrating the second equation gives an incoming wave plus a response to $a$. The response contains
$$\sum_{k\in\alpha}V_k^2e^{-i\varepsilon_k(t-t')/\hbar}=\frac{\Gamma_\alpha}{2\pi}\int d\varepsilon\,e^{-i\varepsilon(t-t')/\hbar}=\hbar\Gamma_\alpha\delta(t-t').$$
The time integral ends at $t'=t$, so half the delta function counts. The shift phase is 1 there. Hence
$$\sum_{k\in\alpha}V_kb_k=\delta_{\alpha\beta}V_qe^{-i\theta}-\tfrac i2\Gamma_\alpha a,\qquad \hbar\dot\theta=\varepsilon_q+\Delta_\beta(t). \quad (1)$$
Writing $a=V_qA_\beta e^{-i\theta}$ gives
$$i\hbar\dot A_\beta=[\varepsilon_d(t)-\varepsilon-\Delta_\beta(t)-ig]A_\beta+1,$$
which is the opening equation.

The level population changes through lead $\alpha$ at the rate $(2/\hbar)\,\mathrm{Im}(a^*\sum_{k\in\alpha}V_kb_k)$. Insert (1) and sum over filled orbitals, using $\sum_qV_q^2\to\Gamma_\beta\int d\varepsilon/2\pi$. Since $\mathrm{Im}A^*=-\mathrm{Im}A$,
$$J_\alpha=-\Gamma_\alpha\left[N+\int\frac{d\varepsilon}{\pi}f\,\mathrm{Im}A_\alpha\right],\qquad N=\sum_\beta\Gamma_\beta\int\frac{d\varepsilon}{2\pi}f|A_\beta|^2. \quad (2)$$
This is the Jauho-Wingreen-Meir wide-band current.

For the step, let $\omega=\varepsilon+\Delta_\alpha-\varepsilon_0-\Delta_0$. The old detuning is $\omega-\eta_\alpha$, so
$$A_\alpha=\frac1{\omega+ig}+T_\alpha(\omega)e^{(i\omega-g)t/\hbar},\qquad T_\alpha=\frac{\eta_\alpha}{(\omega+ig)(\omega-\eta_\alpha+ig)} .$$
At zero temperature $\omega$ runs from $-\infty$ to $\Omega_\alpha$. The transient in $\mathrm{Im}A_\alpha$ requires $\int_{-\infty}^{\Omega_\alpha}T_\alpha e^{i\omega t/\hbar}d\omega$. Close the path through the upper half-plane and down the line $\omega=\Omega_\alpha+iy$. The exponential is bounded there and $T_\alpha\sim\omega^{-2}$, so the distant arc vanishes. Both poles of $T_\alpha$ lie below the real axis, and therefore
$$\int_{-\infty}^{\Omega_\alpha}T_\alpha e^{i\omega t/\hbar}d\omega=-ie^{i\Omega_\alpha t/\hbar}\int_0^\infty dy\,e^{-yt/\hbar}T_\alpha(\Omega_\alpha+iy).$$

The population contains
$$|A_\beta|^2=\frac1{\omega^2+g^2}+2\mathrm{Re}\frac{T_\beta e^{(i\omega-g)t/\hbar}}{\omega-ig}+|T_\beta|^2e^{-\Gamma t/\hbar}.$$
The middle term is rotated in the same way, but it has a pole at $\omega=ig$, enclosed when $\Omega_\beta>0$. At that pole the exponential equals $e^{-2gt/\hbar}=e^{-\Gamma t/\hbar}$, with no oscillation. Its contribution to the integral of the middle term is
$$2\mathrm{Re}\left[2\pi i\frac{\eta_\beta}{2ig(2ig-\eta_\beta)}\right]e^{-\Gamma t/\hbar}=-\frac{4\pi\eta_\beta^2}{\Gamma(\eta_\beta^2+\Gamma^2)}e^{-\Gamma t/\hbar}.$$
Collecting terms, for $t>0$ and $\Omega_\beta\ne0$,
$$J_\alpha=J_\alpha(\infty)+K_\alpha e^{-\Gamma t/\hbar}+e^{-\Gamma t/2\hbar}\sum_\beta\mathrm{Re}\left[e^{i\Omega_\beta t/\hbar}B_{\alpha\beta}(t)\right], \quad (3)$$
$$B_{\alpha\beta}=\frac{\Gamma_\alpha}{\pi}\int_0^\infty dy\,e^{-yt/\hbar}T_\beta(\Omega_\beta+iy)\left[\delta_{\alpha\beta}+\frac{i\Gamma_\beta}{\Omega_\beta+iy-ig}\right], \quad (4)$$
$$K_\alpha=-\Gamma_\alpha\sum_\beta\frac{\Gamma_\beta}{2\pi}\left[\int_{-\infty}^{\Omega_\beta}|T_\beta|^2d\omega-\frac{4\pi\eta_\beta^2\,\theta(\Omega_\beta)}{\Gamma(\eta_\beta^2+\Gamma^2)}\right].$$
In (4) the first term comes from $\mathrm{Im}A_\alpha$, through $-\mathrm{Im}(-iz)=\mathrm{Re}\,z$, and the second from $N$, through $-\mathrm{Re}(-iz)=\mathrm{Re}(iz)$.

At long times small $y$ dominates, and $\int_0^\infty e^{-yt/\hbar}dy=\hbar/t$ gives
$$B_{\alpha\beta}\simeq\frac{\hbar\Gamma_\alpha}{\pi t}T_\beta(\Omega_\beta)\left[\delta_{\alpha\beta}+\frac{i\Gamma_\beta}{\Omega_\beta-ig}\right]. \quad (5)$$
So $\Gamma/2\hbar$ is the exponential part of the damping, and the full late envelope is $e^{-\Gamma t/2\hbar}/t$. "Late" means $t\gg\hbar/|\Omega_\beta+ig|$ and $t\gg\hbar/|\Omega_\beta-\eta_\beta+ig|$. In the worked step below, the $\delta_{\alpha\beta}$ term of (4) is about 0.74 of its form in (5) at 2 ps, 0.95 at 10 ps and 0.98 at 20 ps.

**Second derivation: lead noise and charge balance**

Now treat the leads as a source of noise and stay in the time domain. The operators $d$ and $c_k$ obey the same linear equations as $a$ and $b_k$, so $\sum_{k\in\alpha}V_kc_k=\xi_\alpha-\frac i2\Gamma_\alpha d$, where $\xi_\alpha$ is the incoming lead field. The rate into the level becomes
$$J_\alpha=2\,\mathrm{Im}\langle d^\dagger\xi_\alpha\rangle-\Gamma_\alpha N .$$
The level operator is the damped response to earlier noise:
$$d(t)=-\frac i\hbar\int_0^\infty d\tau\,e^{-g\tau/\hbar}\exp\left[-\frac i\hbar\int_{t-\tau}^t\varepsilon_d\,dt'\right]\sum_\beta\xi_\beta(t-\tau).$$
Different leads are uncorrelated. For one filled lead, with a convergence time $\delta\to0^+$,
$$\langle\xi_\alpha^\dagger(t-\tau)\xi_\alpha(t)\rangle=\frac{\Gamma_\alpha}{2\pi}\,\frac{i\hbar\,e^{-i\mu\tau/\hbar}}{\tau+i\delta}\exp\left[-\frac i\hbar\int_{t-\tau}^t\Delta_\alpha dt'\right].$$
The $1/\tau$ memory is the Fourier transform of a sharp edge. Let $\hbar\Phi_\alpha=\int_{t-\tau}^t(\mu+\Delta_\alpha-\varepsilon_d)dt'$. Multiplying the two expressions gives
$$2\,\mathrm{Im}\langle d^\dagger\xi_\alpha\rangle=-\frac{\Gamma_\alpha}{\pi}\mathrm{Im}\int_0^\infty d\tau\frac{e^{-g\tau/\hbar-i\Phi_\alpha}}{\tau+i\delta}.$$
On the half-line, $\mathrm{Im}(\tau+i\delta)^{-1}=-\delta/(\tau^2+\delta^2)$ has area $-\pi/2$. Hence
$$J_\alpha=\Gamma_\alpha(F_\alpha-N),\qquad F_\alpha=\frac12+\frac1\pi\int_0^\infty\frac{d\tau}\tau e^{-g\tau/\hbar}\sin\Phi_\alpha. \quad (6)$$
In a steady state $\Phi_\alpha=\Omega_\alpha\tau/\hbar$ and $F_\alpha=\frac12+\frac1\pi\arctan(\Omega_\alpha/g)$.

After the step, only memory reaching back before $t=0$ differs from the final steady state. With $\tau=t+s$,
$$F_\alpha(t)-F_\alpha(\infty)=\frac{e^{-gt/\hbar}}\pi\mathrm{Im}\left[e^{i\Omega_\alpha t/\hbar}M_\alpha(t)\right],$$
$$M_\alpha=\int_0^\infty\frac{ds}{t+s}e^{-gs/\hbar}\left[e^{i(\Omega_\alpha-\eta_\alpha)s/\hbar}-e^{i\Omega_\alpha s/\hbar}\right].$$
The factor $e^{i\Omega_\alpha t/\hbar}$ carries the phase gained since the step, $e^{-gt/\hbar}$ is the level's amplitude decay, and $1/(t+s)$ is the memory of the Fermi sea. Writing $1/(t+s)=\int_0^\infty(dy/\hbar)e^{-y(t+s)/\hbar}$ and integrating over $s$ gives
$$M_\alpha=\int_0^\infty dy\,e^{-yt/\hbar}\left[\frac1{g+y-i(\Omega_\alpha-\eta_\alpha)}-\frac1{g+y-i\Omega_\alpha}\right]=i\int_0^\infty dy\,e^{-yt/\hbar}T_\alpha(\Omega_\alpha+iy).$$

Charge balance now fixes $N$ without any $|A|^2$:
$$\hbar\dot N=\sum_\beta J_\beta=-\Gamma N+\sum_\beta\Gamma_\beta F_\beta .$$
For the driven part try $\mathrm{Im}[e^{(i\Omega_\beta-g)t/\hbar}Q_\beta]$. Since $(i\Omega_\beta-g)+\Gamma=g+i\Omega_\beta$,
$$\hbar\dot Q_\beta+(g+i\Omega_\beta)Q_\beta=\frac{\Gamma_\beta}\pi M_\beta .$$
Solving for each factor $e^{-yt/\hbar}$ separately, and using $i/(g+i\Omega_\beta-y)=1/(\Omega_\beta+iy-ig)$,
$$Q_\beta=\frac{\Gamma_\beta}\pi\int_0^\infty dy\,e^{-yt/\hbar}\frac{T_\beta(\Omega_\beta+iy)}{\Omega_\beta+iy-ig}.$$
The complete population is $N=N(\infty)+\sum_\beta\mathrm{Im}[e^{(i\Omega_\beta-g)t/\hbar}Q_\beta]+Ce^{-\Gamma t/\hbar}$. Inserting it and $F_\alpha$ into (6), with $\mathrm{Im}(iz)=\mathrm{Re}\,z$ and $-\mathrm{Im}\,z=\mathrm{Re}(iz)$, reproduces (3) and (4). Continuity at $t=0$ gives
$$K_\alpha=-\Gamma_\alpha C,\qquad C=N(0)-N(\infty)-\sum_\beta\mathrm{Im}\,Q_\beta(0).$$
This must equal the earlier $K_\alpha$, since both expressions describe the same $N(t)$ with the same ringing terms. It also shows that the smooth transient mainly reflects the filling or emptying of the level when $|\sum_\beta\mathrm{Im}\,Q_\beta(0)|$ is small compared with $|N(0)-N(\infty)|$.

Setting $\dot N=0$ gives $N(\infty)=\sum_\beta\Gamma_\beta F_\beta/\Gamma$ and the steady current
$$J_L(\infty)=\frac{\Gamma_L\Gamma_R}{\pi\Gamma}\left[\arctan\frac{\Omega_L}g-\arctan\frac{\Omega_R}g\right]. \quad (7)$$

**Temperature and other limits**

A warm lead is an average over sharp edges with weight $-f'$. This multiplies the memory $1/\tau$ by $R(q)=\int du\,e^{iqu}/[4\cosh^2(u/2)]$, where $q=k_BT\tau/\hbar$. Shifting the path by $2\pi i$ multiplies the integral by $e^{-2\pi q}$ and encloses a double pole at $i\pi$, with residue $-iqe^{-\pi q}$. Thus $R(1-e^{-2\pi q})=2\pi qe^{-\pi q}$, or $R=\pi q/\sinh\pi q$, and
$$\frac1\tau\to\frac{\kappa}{\sinh\kappa\tau},\qquad\kappa=\frac{\pi k_BT}\hbar .$$
Once $\kappa t\gg1$ the ringing decays at $\Gamma/2\hbar+\pi k_BT/\hbar$. The rate $\Gamma/2\hbar$ alone therefore needs $\pi k_BT\ll\Gamma/2$.

For a small step, $|\eta_\beta|\ll|\Omega_\beta+ig|$, one has $T_\beta\simeq\eta_\beta/(\Omega_\beta+ig)^2$, so to leading order the ringing amplitude is proportional to $|\eta_\beta|$. If the level moves rigidly with lead $\beta$, then $\eta_\beta=0$ and that edge is silent. If $|\Omega_\beta|\lesssim g$, the signal decays before completing a cycle.

**What each derivation assumes**

Both need a non-interacting level, energy-independent widths and prescribed uniform shifts. The first follows individual orbitals, so it needs their initial occupations; (2) then holds for any $f$, while the rotation leading to (3) uses a sharp edge. The second needs only the two-time correlation of each lead's incoming field, plus charge balance. It includes temperature by changing one kernel, and (6) holds for any pulse shape. Its shortcut for $N$ relies on decay without memory: with an energy-dependent width, $\hbar\dot N=-\Gamma N+\dots$ would no longer close. The orbital equations would survive, but their self-energy would be non-local in time.

**A worked step**

Take $\Gamma_L=\Gamma_R=0.10$ meV, $\mu=0$, $\varepsilon_0=0.50$ meV, $\Delta_L=3.00$ meV, $\Delta_R=0$ and $\Delta_0=1.50$ meV. The new level is at 2.00 meV, so $\Omega_L=1.00$ meV and $\Omega_R=-2.00$ meV. The periods $2\pi\hbar/|\Omega|$ are 4.14 and 2.07 ps (0.242 and 0.484 THz). The envelope time $2\hbar/\Gamma$ is 6.58 ps.

Equation (7) gives $J_L(\infty)=(0.01/0.2\pi)(\arctan10+\arctan20)=0.0476$ meV. One meV$/\hbar$ carries 243 nA, so the steady current is 11.6 nA. The left current first overshoots to 23.3 nA at 1.4 ps. There the smooth part of (3) is $11.59+10.99\,e^{-1.4/3.29}=18.8$ nA, and the ringing supplies the other 4.5 nA. The coefficient 10.99 nA is the same in both contacts because $\Gamma_L=\Gamma_R$. The level occupation rises from 0.063 before the step to 0.492 long after it.

At 10 ps the ringing amplitudes in $I_L$ are 0.312 nA from edge $L$ and 0.008 nA from edge $R$. In $I_R$ they are 0.031 and 0.156 nA. Each contact rings mainly at its own edge, because the other edge acts through $N$ and carries the factor $\Gamma_\beta/|\Omega_\beta-ig|$ in (5).

Direct energy quadrature of (2) agrees with (3) within $3.3\times10^{-4}$ nA at sampled times from 0.5 to 60 ps. With the envelope $e^{-\Gamma t/2\hbar}/t$ divided out, spectra of the transients in these direct currents peak at 1.000 and 2.002 meV. With the $1/t$ factor removed, the left current's decay between windows centred at 25 and 45 ps gives 0.152 ps$^{-1}$, against $\Gamma/2\hbar=0.1519$ ps$^{-1}$. The fourth digit depends on the windows: moving both 1 ps earlier gives 0.1509, and the own-edge ringing term alone gives 0.1515 between 25 and 45 ps, since (5) is only the leading order. At 0.232 K the late rate, with no factor removed, is 0.249 ps$^{-1}$, against 0.247 ps$^{-1}$ from the thermal formula.

**Beside a real dot**

These parameters are in the rough range of a strongly coupled, gate-defined semiconductor dot, though a 3 meV bias is large for one. At a rough 0.05 K, thermal damping eventually adds roughly 14% to $\Gamma/2\hbar$, but reduces the ringing at 10 ps by less than 1%. Unitary evolution with finite leads at 0.232 K changes $I_L$ by at most 0.18 nA for a band reaching 10 meV either side of $\mu$, and 0.08 nA for 20 meV, at times sampled every 0.3 ps between 0.8 and 24.8 ps. On a 0.1 ps grid the 10 meV band gives 0.19 nA over that range and 0.35 nA at 0.1 ps; halving the lead level spacing from 0.05 meV leaves these values unchanged.

Interactions matter more. A rough charging energy of 1 meV times the occupation change is about 0.4 meV. As a mean-field estimate of the level shift that one spin's occupation causes for the other, that is about 40% of $|\Omega_L|$ and 20% of $|\Omega_R|$. Because this charging energy is five times $\Gamma$, the estimate only sizes the effect; correlations beyond mean field would matter too. With a rough orbital spacing of 1 meV, the bias spans three spacings, so other levels would also conduct. Displacement current is also left out. The smooth term is equal in both contacts, so it cancels in the combination $(I_L-I_R)/2$, which peaks at 14.3 nA near 2.1 ps instead of 23.3 nA. The example therefore illustrates the one-level model and does not predict a measured trace.

The rise time of the step matters too. For a linear ramp, compare the transient amplitude at the edge energy with that of a sudden step at mid-ramp. A 1 ps ramp gives ratios of 1.05 (edge $L$) and 0.91 (edge $R$); a 10 ps ramp gives 2.09 and 0.17. These are the late-time limits for the tones in the current; for the 10 ps ramp the own-edge tones give 1.89 and 0.09 at 15 ps after the ramp starts, and 2.05 and 0.15 at 55 ps. Relative to this reference, the 10 ps ramp weakens the tone of edge $R$ but strengthens that of edge $L$. The gain depends on the reference: against a step at the end of the ramp the ratio for edge $L$ is 0.86 at 55 ps and tends to $2.09\,e^{-5/6.58}=0.98$.

## Numbers as computed

```
widths G_L, G_R: 0.10, 0.10 meV
level before, after step: 0.50, 2.00 meV
lead shifts L, R: 3.00, 0.00 meV
level shift: 1.50 meV
signed edge energies L, R: 1.00, -2.00 meV
ringing period, edge L: 4.136 ps
ringing frequency, edge L: 0.2418 THz
spectral peaks in I_L near edges L, R: 1.000, 2.002 meV
ringing period, edge R: 2.068 ps
ringing frequency, edge R: 0.4836 THz
spectral peaks in I_R near edges L, R: 1.000, 2.002 meV
envelope time 2 hbar/G: 6.582 ps
damping G/2hbar, formula: 0.1519 1/ps
damping measured at T=0 after removing 1/t: 0.1519 1/ps
test temperature: 0.232 K
late damping at test temperature, formula: 0.2474 1/ps
late damping at test temperature, measured: 0.2494 1/ps
thermal-factor check (ideal 1): 0.987
steady current I_L: 11.591 nA
largest I_L: 23.25 nA at 1.4 ps
occupation before, long after: 0.0628, 0.4921
t = 0.5 ps: I_L, I_R = 15.964, -6.287 nA
t = 1.0 ps: I_L, I_R = 21.989, -0.698 nA
t = 2.0 ps: I_L, I_R = 21.560, -6.918 nA
t = 4.0 ps: I_L, I_R = 13.044, -8.880 nA
t = 8.0 ps: I_L, I_R = 12.031, -10.731 nA
t = 16.0 ps: I_L, I_R = 11.608, -11.496 nA
t = 32.0 ps: I_L, I_R = 11.591, -11.589 nA
coefficient of exp(-G t/hbar) in I_L, I_R: 10.994, 10.994 nA
ringing amplitude in I_L at 10 ps from edges L, R: 0.3120, 0.0078 nA
ringing amplitude in I_R at 10 ps from edges L, R: 0.0311, 0.1563 nA
worst splitting error: 3.3e-04 nA
finite band, depth 10 meV: largest change of I_L 0.182 nA
finite band, depth 20 meV: largest change of I_L 0.084 nA
rough device temperature: 0.05 K
its extra damping relative to G/2hbar: 0.135
its thermal ringing factor at 10 ps: 0.993
rough charging energy: 1.0 meV
charging energy times occupation change: 0.429 meV
rough orbital spacing: 1.0 meV; bias / spacing: 3.0
ramp of 1 ps: ringing relative to step, edges L, R: 1.047, 0.907
ramp of 10 ps: ringing relative to step, edges L, R: 2.090, 0.166
```
